# Unsöld's theorem: spherical density and zero current of a filled subshell: verification in Python

```python
"""
Unsold's theorem and the current of an equally populated subshell.

Result under test: if the density matrix of a subshell is f times the unit
matrix, its density is f (2l+1) R(r)^2 / (4 pi) and its orbital current is zero,
for any orthonormal choice of orbitals.

Symbols: l, m     angular quantum numbers; Y_lm spherical harmonics
         P_l      Legendre polynomial; R(r) real radial function
         f        population of each orbital
         current  Im(psi* grad psi), the particle current in atomic units
Example: hydrogen 3d, fixed nucleus, no relativity, no spin, f = 1/5.
Internal units are atomic units; printed units are stated on each line.
"""
from math import factorial, pi, sqrt
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.integrate import quad
from scipy.spatial.transform import Rotation
from scipy.special import eval_legendre

rng = np.random.default_rng(7)
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]
TIME_FS = const.physical_constants["atomic unit of time"][0] * 1e15
DENSITY_UNIT = 1 / BOHR**3
CURRENT_UNIT = 1 / (BOHR**2 * TIME_FS)


def legendre_rodrigues(l):
    """Legendre polynomial from repeated differentiation of (x^2-1)^l."""
    return (Polynomial([-1.0, 0.0, 1.0])**l).deriv(l) / (2**l * factorial(l))


def harmonics(l, n):
    """All Y_lm, m = -l..l, at unit vectors n of shape (N, 3)."""
    rows = {}
    for m in range(l + 1):
        norm = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
        poly = legendre_rodrigues(l).deriv(m)
        y = (-1)**m * norm * poly(n[:, 2]) * (n[:, 0] + 1j*n[:, 1])**m
        rows[m] = y
        rows[-m] = y if m == 0 else (-1)**m * np.conj(y)
    return np.array([rows[m] for m in range(-l, l + 1)])


def direction(theta_deg, phi_deg):
    t, p = np.radians([theta_deg, phi_deg])
    return np.array([np.sin(t)*np.cos(p), np.sin(t)*np.sin(p), np.cos(t)])


def random_directions(count):
    v = rng.normal(size=(count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


# Quadrature grid on the unit sphere
z_nodes, z_weights = np.polynomial.legendre.leggauss(20)
phi_nodes = 2*pi*np.arange(40)/40
zz, pp = np.meshgrid(z_nodes, phi_nodes, indexing="ij")
ss = np.sqrt(1 - zz**2)
sphere = np.stack([ss*np.cos(pp), ss*np.sin(pp), zz], axis=-1).reshape(-1, 3)
sphere_w = np.repeat(z_weights, 40) * 2*pi/40

# Angular identities for several l
turn = Rotation.from_euler("zyz", [0.7, 1.1, -0.4]).as_matrix()
n1, n2 = random_directions(40), random_directions(40)
addition_error = 0.0
unsold_error = 0.0
for l in range(6):
    one = np.eye(2*l + 1)
    y = harmonics(l, sphere)
    assert np.allclose((y.conj()*sphere_w) @ y.T, one, atol=1e-11)
    # rotated harmonics stay in the same subshell and mix unitarily
    y_turned = harmonics(l, sphere @ turn.T)
    mixing = (y.conj()*sphere_w) @ y_turned.T
    assert np.allclose(mixing.conj().T @ mixing, one, atol=1e-11)
    assert np.allclose(mixing.T @ y, y_turned, atol=1e-11)
    # on the z axis only m = 0 survives
    pole = harmonics(l, np.array([[0.0, 0.0, 1.0]]))[:, 0]
    assert np.allclose(pole, one[l]*sqrt((2*l + 1)/(4*pi)), atol=1e-12)
    # addition theorem, and its value for equal directions
    y1, y2 = harmonics(l, n1), harmonics(l, n2)
    kernel = np.sum(y1*y2.conj(), axis=0)
    law = (2*l + 1)/(4*pi)*eval_legendre(l, np.sum(n1*n2, axis=1))
    addition_error = max(addition_error, np.max(np.abs(kernel - law)))
    total = np.sum(np.abs(y1)**2, axis=0)
    unsold_error = max(unsold_error, np.max(np.abs(total - (2*l + 1)/(4*pi))))
    # slope of P_l at 1 and the sum weighted with m^2
    assert abs(legendre_rodrigues(l).deriv()(1.0) - l*(l + 1)/2) < 1e-9
    m_l = np.arange(-l, l + 1)
    weighted = (m_l**2) @ np.abs(y1)**2
    sin2 = 1 - n1[:, 2]**2
    assert np.allclose(weighted, l*(l + 1)*(2*l + 1)/(8*pi)*sin2, atol=1e-10)
assert addition_error < 1e-11
assert unsold_error < 1e-11


# Hydrogen 3d orbitals
def radial(r):
    return 4/(81*sqrt(30)) * r**2 * np.exp(-r/3)


def orbitals(position):
    r = np.linalg.norm(position)
    return radial(r) * harmonics(2, (position/r)[None, :])[:, 0]


def currents(position, mix=np.eye(5), h=1e-3):
    """Current vector of each orbital, by central differences."""
    psi = mix @ orbitals(position)
    grad = np.array([mix @ (orbitals(position + h*e) - orbitals(position - h*e))
                     / (2*h) for e in np.eye(3)])
    return np.imag(psi.conj()*grad).T


radial_norm = quad(lambda r: r**2*radial(r)**2, 0, 150, epsabs=1e-11)[0]
assert abs(radial_norm - 1) < 1e-8

m_values = np.arange(-2, 3)
radius_A = 5.0
radius = radius_A / BOHR
theta_deg, phi_deg = 60.0, 20.0
n_point = direction(theta_deg, phi_deg)
point = radius*n_point
sin_theta = np.sin(np.radians(theta_deg))
e_phi = np.array([-np.sin(np.radians(phi_deg)), np.cos(np.radians(phi_deg)), 0])
psi = orbitals(point)

# Each orbital solves the Schroedinger equation with energy -1/18 hartree
step = 0.01
laplacian = sum(orbitals(point + step*e) + orbitals(point - step*e) - 2*psi
                for e in np.eye(3)) / step**2
local_energy = -0.5*laplacian/psi - 1/radius
assert np.allclose(local_energy, -1/18, atol=1e-5)

# Density matrix between different points is real and follows P_2
for a, b in zip(n1[:10], n2[:10]):
    gamma = np.sum(orbitals(6.0*a)*orbitals(9.0*b).conj())/5
    expected = radial(6.0)*radial(9.0)*eval_legendre(2, a @ b)/(4*pi)
    assert abs(gamma - expected) < 1e-13

# Spherical density of the equal mixture
mean_density = np.mean(np.abs(psi)**2)
formula_density = radial(radius)**2/(4*pi)
many = np.array([np.mean(np.abs(orbitals(radius*n))**2) for n in n1])
assert np.allclose(many, formula_density, rtol=1e-11)

# Currents: single orbitals flow, the equal mixture does not
j_m = currents(point)
j_law = (m_values*np.abs(psi)**2/(radius*sin_theta))[:, None]*e_phi
assert np.allclose(j_m, j_law, rtol=1e-5, atol=1e-10)
j_scale = np.max(np.abs(j_m))
j_mean = np.mean(j_m, axis=0)
assert np.max(np.abs(j_mean)) < 1e-8*j_scale

# Real orbitals from Cartesian polynomials, normalized by quadrature
real_names = ["xy", "yz", "zx", "x2-y2", "3z2-r2"]


def cartesian_d(n):
    x, y, z = n.T
    return np.array([x*y, y*z, z*x, x*x - y*y, 3*z*z - 1])


real_norm = np.sqrt((cartesian_d(sphere)**2) @ sphere_w)
real_sphere = cartesian_d(sphere)/real_norm[:, None]
to_real = (real_sphere*sphere_w) @ harmonics(2, sphere).conj().T
assert np.allclose(to_real @ to_real.conj().T, np.eye(5), atol=1e-11)
real_density = (radial(radius)*cartesian_d(n_point[None, :])[:, 0]/real_norm)**2
assert abs(np.mean(real_density) - mean_density) < 1e-11*mean_density
j_real = currents(point, to_real)
assert np.max(np.abs(j_real)) < 1e-8*j_scale

# An arbitrary complex orthonormal set: separate currents, same zero sum
unitary = np.linalg.qr(rng.normal(size=(5, 5)) + 1j*rng.normal(size=(5, 5)))[0]
j_mixed = currents(point, unitary)
assert np.max(np.abs(j_mixed)) > 1e-2*j_scale
assert np.max(np.abs(np.sum(j_mixed, axis=0))) < 1e-8*j_scale
mixed_density = np.mean(np.abs(unitary @ psi)**2)
assert abs(mixed_density - mean_density) < 1e-11*mean_density

# Equal populations with coherence: the density is not spherical
coherent = [abs(np.sum(orbitals(radius*direction(90, p)))/sqrt(5))**2
            for p in (0, 90)]
assert abs(coherent[1] - coherent[0]) > 0.5*mean_density

# Skewed populations: spherical density, yet a current
slope = 0.05
skew = 0.2 + slope*m_values
skew_many = np.array([skew @ np.abs(orbitals(radius*n))**2 for n in n1])
assert np.allclose(skew_many, formula_density, rtol=1e-11)
skew_density = skew @ np.abs(psi)**2
j_skew = (skew @ j_m) @ e_phi
j_skew_law = slope*radial(radius)**2*30*sin_theta/(8*pi*radius)
assert abs(j_skew - j_skew_law) < 1e-5*j_skew_law

# Printed results
D = DENSITY_UNIT*1e4
J = CURRENT_UNIT*1e3
print("HYDROGEN 3d, population 1/5 in each orbital")
print(f"Level energy: {-HARTREE/18:.4f} eV = {-1/18:.6f} hartree")
print(f"Distance from nucleus: {radius_A:.1f} angstrom")
print(f"R^2 at this distance: {radial(radius)**2*D:.4f} x 1e-4 angstrom^-3")
print(f"Sum of |Y_2m|^2: {np.sum(np.abs(harmonics(2, n1[:1]))**2):.6f} (no unit)")
print("Density of each complex orbital, in 1e-4 angstrom^-3:")
for t in (30.0, 60.0, 90.0):
    dens = np.abs(orbitals(radius*direction(t, phi_deg)))**2
    cells = ", ".join(f"m={m:+d}: {d*D:.4f}" for m, d in zip(m_values, dens))
    print(f"  theta {t:.0f} deg: {cells}; mean {np.mean(dens)*D:.4f}")
print(f"Direction used below: theta {theta_deg:.0f} deg, phi {phi_deg:.0f} deg")
print("Density of each real orbital, in 1e-4 angstrom^-3:")
for name, d in zip(real_names, real_density):
    print(f"  {name}: {d*D:.4f}")
print(f"  mean of the real orbitals: {np.mean(real_density)*D:.4f}")
print(f"Mean density, main result: {mean_density*DENSITY_UNIT:.4e} angstrom^-3"
      f" = {mean_density:.4e} bohr^-3")
print("Current along phi of each complex orbital, in 1e-3 angstrom^-2 fs^-1:")
for m, j in zip(m_values, j_m @ e_phi):
    print(f"  m={m:+d}: {round(j*J, 4) + 0.0:.4f}")
print(f"  size of the mean current: {np.linalg.norm(j_mean)*J:.4f}")
print("Coherent equal superposition, density in 1e-4 angstrom^-3:")
print(f"  theta 90 deg, phi 0 deg: {coherent[0]*D:.4f}")
print(f"  theta 90 deg, phi 90 deg: {coherent[1]*D:.4f}")
print("Skewed populations, m=-2 to +2: " + ", ".join(f"{p:.2f}" for p in skew))
print(f"  density: {skew_density*D:.4f} x 1e-4 angstrom^-3")
print(f"  current along phi: {j_skew*J:.4f} x 1e-3 angstrom^-2 fs^-1")
print(f"Largest error of the addition theorem, l=0 to 5: {addition_error:.0e}")
print(f"Largest error of Unsold's sum, l=0 to 5: {unsold_error:.0e}")
print("no test failed")
```

Output:

```
HYDROGEN 3d, population 1/5 in each orbital
Level energy: -1.5117 eV = -0.055556 hartree
Distance from nucleus: 5.0 angstrom
R^2 at this distance: 80.3604 x 1e-4 angstrom^-3
Sum of |Y_2m|^2: 0.397887 (no unit)
Density of each complex orbital, in 1e-4 angstrom^-3:
  theta 30 deg: m=-2: 0.7494, m=-1: 8.9928, m=+0: 12.4900, m=+1: 8.9928, m=+2: 0.7494; mean 6.3949
  theta 60 deg: m=-2: 6.7446, m=-1: 8.9928, m=+0: 0.4996, m=+1: 8.9928, m=+2: 6.7446; mean 6.3949
  theta 90 deg: m=-2: 11.9904, m=-1: 0.0000, m=+0: 7.9936, m=+1: 0.0000, m=+2: 11.9904; mean 6.3949
Direction used below: theta 60 deg, phi 20 deg
Density of each real orbital, in 1e-4 angstrom^-3:
  xy: 5.5734
  yz: 2.1039
  zx: 15.8817
  x2-y2: 7.9158
  3z2-r2: 0.4996
  mean of the real orbitals: 6.3949
Mean density, main result: 6.3949e-04 angstrom^-3 = 9.4762e-05 bohr^-3
Current along phi of each complex orbital, in 1e-3 angstrom^-2 fs^-1:
  m=-2: -3.6064
  m=-1: -2.4043
  m=+0: 0.0000
  m=+1: 2.4043
  m=+2: 3.6064
  size of the mean current: 0.0000
Coherent equal superposition, density in 1e-4 angstrom^-3:
  theta 90 deg, phi 0 deg: 3.3589
  theta 90 deg, phi 90 deg: 19.0231
Skewed populations, m=-2 to +2: 0.10, 0.15, 0.20, 0.25, 0.30
  density: 6.3949 x 1e-4 angstrom^-3
  current along phi: 0.9617 x 1e-3 angstrom^-2 fs^-1
Largest error of the addition theorem, l=0 to 5: 8e-16
Largest error of Unsold's sum, l=0 to 5: 2e-15
no test failed
```
